# Nested-dissection fill on grids: leading constants and first corrections: test program

```python
"""Fill of nested-dissection factors on square and cubic grids.

Result under test, for n = 2**l - 1 points per side and L = n + 1:
  2D, 9-point stencil:  F2 = (31 L^2/4 + L - 8) log2(L) - (L-1)(23 L - 22),
                       so F2 = (31/4) n^2 log2(n) + O(n^2)
  2D, 5-point stencil:  fewer entries than F2 by
                       (9 L^2 + 51 L - 60 - (31 L + 16) log2(L)) / 2
  3D, 27-point stencil: F3 = (51/4) n^4 + O(n^3 log n), with N = n^3
F2 and F3 count the entries of the triangular factor, diagonal included.
The counts are compared with symbolic elimination on the actual graphs.
Selected inversion is checked to need only entries on the factor pattern.
"""
from itertools import product
from math import log, log2, prod
import numpy as np


def dissect(low, widths, order):
    """Append the points of a box to order: both halves, then the cut."""
    if min(widths) == 0:
        return
    axis = widths.index(max(widths))
    half = widths[axis] // 2
    smaller = widths[:axis] + (half,) + widths[axis + 1:]
    for start in (low[axis], low[axis] + half + 1):
        dissect(low[:axis] + (start,) + low[axis + 1:], smaller, order)
    ranges = [range(a, a + w) for a, w in zip(low, widths)]
    ranges[axis] = range(low[axis] + half, low[axis] + half + 1)
    order.extend(product(*ranges))


def nested_order(n, dim):
    order = []
    dissect((0,) * dim, (n,) * dim, order)
    assert len(order) == n**dim and len(set(order)) == n**dim
    return order


def stencil(dim, faces_only=False):
    steps = [s for s in product((-1, 0, 1), repeat=dim) if any(s)]
    if faces_only:
        steps = [s for s in steps if sum(map(abs, s)) == 1]
    return steps


def later_neighbours(point, k, rank, steps):
    found = set()
    for step in steps:
        r = rank.get(tuple(a + b for a, b in zip(point, step)), -1)
        if r > k:
            found.add(r)
    return found


def eliminate(order, steps):
    """Count factor entries by symbolic elimination of the graph."""
    rank = {point: k for k, point in enumerate(order)}
    pending = {}
    total = 0
    for k, point in enumerate(order):
        column = later_neighbours(point, k, rank, steps)
        for inherited in pending.pop(k, ()):
            column |= inherited
        column.discard(k)
        total += 1 + len(column)
        if column:
            pending.setdefault(min(column), []).append(column)
    return total


def separator_sum(L, dim):
    """Exact sum over all cuts, from box widths and surrounding layers."""
    total, q = 0, 1
    while q < L:
        for axis in range(dim):
            counts = [2 * q] * axis + [q] * (dim - axis)
            widths = [L // c - 1 for c in counts]
            size = prod(widths[:axis] + widths[axis + 1:])
            layers = prod(L + c - 2 for c in counts) - prod(L - c for c in counts)
            total += size * layers + prod(counts) * size * (size + 1) // 2
        q *= 2
    return total


def closed_form_2d(l):
    L = 2**l
    return (31 * L * L + 4 * L - 32) * l // 4 - (L - 1) * (23 * L - 22)


def five_point_loss(l):
    L = 2**l
    return (9 * L * L + 51 * L - 60 - (31 * L + 16) * l) // 2


def log_constant(counts, l):
    """Coefficient of L^2 log2 L from the four raw counts up to level l.

    Differences of counts / L^2 tend to the coefficient; two halving steps
    remove the errors of the forms 1/L and log2(L)/L.
    """
    values = np.diff([counts[k] / 4**k for k in range(l - 3, l + 1)])
    for _ in range(2):
        values = 2 * values[1:] - values[:-1]
    return values[0]


# Two dimensions: graph elimination against the closed forms.
nine, five = {}, {}
for l in range(1, 9):
    n = 2**l - 1
    order = nested_order(n, 2)
    nine[l] = eliminate(order, stencil(2))
    five[l] = eliminate(order, stencil(2, faces_only=True))
    assert nine[l] == closed_form_2d(l) == separator_sum(2**l, 2)
    assert nine[l] - five[l] == five_point_loss(l)
    assert 0 <= nine[l] - five[l] <= 6 * n * n
for l in range(9, 31):
    assert closed_form_2d(l) == separator_sum(2**l, 2)

print("2D factor entries from graph elimination")
for l in range(4, 9):
    n = 2**l - 1
    print(f"n={n}: 9-point {nine[l]}, 5-point {five[l]}, "
          f"9-point/(n^2 log2 n) = {nine[l] / (n * n * log2(n)):.4f}")
constant9, constant5 = log_constant(nine, 8), log_constant(five, 8)
# The remaining error is of order log2(L)/L^2 at the smallest size, L = 32.
assert abs(constant9 - 31 / 4) < 0.02
assert abs(constant5 - 31 / 4) < 0.02
print(f"log constant from counts at n=31,63,127,255, 9-point: {constant9:.4f}")
print(f"log constant from counts at n=31,63,127,255, 5-point: {constant5:.4f}")
print(f"George's constant 31/4: {31 / 4:.4f}")
print(f"5-point loss per unknown at n=255: {(nine[8] - five[8]) / 255**2:.4f}")
for l in (10, 20, 30):
    n = 2**l - 1
    ratio = closed_form_2d(l) / (n * n * log2(n))
    print(f"2D ratio F2/(n^2 log2 n) at n=2^{l}-1: {ratio:.4f}")

# Row-by-row elimination of the same 2D grid.
n = 127
natural = eliminate(list(product(range(n), repeat=2)), stencil(2))
assert abs(natural / n**3 - 1) < 0.03
assert natural > nine[7]
print(f"row-by-row entries at n=127: {natural}")
print(f"row-by-row entries / n^3 at n=127: {natural / n**3:.4f}")
print(f"row-by-row / nested dissection at n=127: {natural / nine[7]:.3f}")

# Three dimensions: graph elimination against the exact sum over cuts.
print("3D factor entries from graph elimination, 27-point")
for l in range(1, 6):
    n = 2**l - 1
    cube = eliminate(nested_order(n, 3), stencil(3))
    assert cube == separator_sum(2**l, 3)
    if l > 1:
        print(f"n={n}: {cube}, divided by N^(4/3): {cube / n**4:.4f}")
for l in (7, 10, 20, 30):
    n = 2**l - 1
    ratio = separator_sum(2**l, 3) / n**4
    growth = separator_sum(2**(l + 1), 3) / separator_sum(2**l, 3)
    power = log(growth) / (3 * log((2 * n + 1) / n))
    print(f"3D n=2^{l}-1: F3/N^(4/3) = {ratio:.5f}, local power of N = {power:.5f}")
# At the last size the neglected term is of order log(L)/L.
assert abs(ratio - 51 / 4) < 1e-5
assert abs(power - 4 / 3) < 1e-5
print(f"3D limiting constant 51/4: {51 / 4:.4f}")

# Numerical factor and selected inverse of a small grid Hamiltonian.
n = 15
order = nested_order(n, 2)
size = len(order)
rank = {point: k for k, point in enumerate(order)}
matrix = 8.0 * np.eye(size)
for k, point in enumerate(order):
    for r in later_neighbours(point, k, rank, stencil(2)):
        matrix[k, r] = matrix[r, k] = -1.0
factor = np.linalg.cholesky(matrix)
pattern = np.abs(factor) > 1e-12
assert np.count_nonzero(pattern) == nine[4]

pivots = np.diag(factor)**2
unit_factor = factor / np.diag(factor)
inverse = np.full((size, size), np.nan)
for j in reversed(range(size)):
    rows = np.flatnonzero(pattern[:, j])
    rows = rows[rows > j]
    values = -inverse[np.ix_(rows, rows)] @ unit_factor[rows, j]
    inverse[rows, j] = inverse[j, rows] = values
    inverse[j, j] = 1 / pivots[j] - unit_factor[rows, j] @ values
known = np.isfinite(inverse)
assert np.array_equal(np.tril(known), pattern)
error = np.max(np.abs(inverse[known] - np.linalg.inv(matrix)[known]))
assert error < 1e-11
print(f"selected inverse, n=15: unknowns {size}")
print(f"selected inverse, n=15: lower entries held {np.count_nonzero(np.tril(known))}")
print(f"full lower triangle, n=15: {size * (size + 1) // 2} entries")
print(f"smallest factor entry on the pattern: {np.min(np.abs(factor[pattern])):.1e}")
print(f"largest error against dense inverse: {error:.1e}")

# Worked example: one complex double-precision factor at one energy shift.
bytes_each = np.dtype(np.complex128).itemsize
print(f"bytes per complex entry: {bytes_each}")
for dim, l in ((2, 10), (3, 7)):
    n = 2**l - 1
    unknowns = n**dim
    entries = separator_sum(2**l, dim)
    leading = 31 / 4 * n**2 * log2(n) if dim == 2 else 51 / 4 * n**4
    dense = unknowns * (unknowns + 1) // 2
    print(f"example {dim}D: n={n}, N={unknowns}")
    print(f"example {dim}D: factor entries {entries}")
    print(f"example {dim}D: leading term alone {leading:.4e} entries")
    print(f"example {dim}D: exact / leading = {entries / leading:.4f}")
    print(f"example {dim}D: entries per unknown {entries / unknowns:.2f}")
    print(f"example {dim}D: factor memory {entries * bytes_each / 1e9:.3f} GB")
    print(f"example {dim}D: dense triangle {dense * bytes_each / 1e9:.4e} GB")

print("all good")
```

Printed output:

```
2D factor entries from graph elimination
n=15: 9-point 2778, 5-point 2272, 9-point/(n^2 log2 n) = 3.1602
n=31: 9-point 17666, 5-point 14792, 9-point/(n^2 log2 n) = 3.7106
n=63: 9-point 99450, 5-point 85416, 9-point/(n^2 log2 n) = 4.1920
n=127: 9-point 518578, 5-point 455560, 9-point/(n^2 log2 n) = 4.6006
n=255: 9-point 2569386, 5-point 2299784, 9-point/(n^2 log2 n) = 4.9427
log constant from counts at n=31,63,127,255, 9-point: 7.7579
log constant from counts at n=31,63,127,255, 5-point: 7.7485
George's constant 31/4: 7.7500
5-point loss per unknown at n=255: 4.1461
2D ratio F2/(n^2 log2 n) at n=2^10-1: 5.4668
2D ratio F2/(n^2 log2 n) at n=2^20-1: 6.6000
2D ratio F2/(n^2 log2 n) at n=2^30-1: 6.9833
row-by-row entries at n=127: 2064385
row-by-row entries / n^3 at n=127: 1.0078
row-by-row / nested dissection at n=127: 3.981
3D factor entries from graph elimination, 27-point
n=3: 215, divided by N^(4/3): 2.6543
n=7: 12033, divided by N^(4/3): 5.0117
n=15: 367237, divided by N^(4/3): 7.2541
n=31: 8376197, divided by N^(4/3): 9.0699
3D n=2^7-1: F3/N^(4/3) = 11.30179, local power of N = 1.35736
3D n=2^10-1: F3/N^(4/3) = 12.46044, local power of N = 1.33818
3D n=2^20-1: F3/N^(4/3) = 12.74935, local power of N = 1.33334
3D n=2^30-1: F3/N^(4/3) = 12.75000, local power of N = 1.33333
3D limiting constant 51/4: 12.7500
selected inverse, n=15: unknowns 225
selected inverse, n=15: lower entries held 2778
full lower triangle, n=15: 25425 entries
smallest factor entry on the pattern: 1.4e-04
largest error against dense inverse: 1.9e-16
bytes per complex entry: 16
example 2D: n=1023, N=1046529
example 2D: factor entries 57203610
example 2D: leading term alone 8.1095e+07 entries
example 2D: exact / leading = 0.7054
example 2D: entries per unknown 54.66
example 2D: factor memory 0.915 GB
example 2D: dense triangle 8.7618e+03 GB
example 3D: n=127, N=2048383
example 3D: factor entries 2940099685
example 3D: leading term alone 3.3168e+09 entries
example 3D: exact / leading = 0.8864
example 3D: entries per unknown 1435.33
example 3D: factor memory 47.042 GB
example 3D: dense triangle 3.3567e+04 GB
all good
```
